**Born stability of an unstressed cubic crystal**

The program tests that the elastic energy is positive for every nonzero infinitesimal strain if and only if C11 + 2C12 > 0, C11 − C12 > 0 and C44 > 0, where C11, C12 and C44 are the cubic elastic constants. It averages 21 general elastic tensors over the smallest cubic rotation group and asserts that three constants remain. For 2000 random sets of constants it asserts that the inequalities agree with the sign of the lowest eigenvalue of the elastic tensor; 165 sets are stable. Three further sets each violate exactly one condition, and one of them has a negative bulk modulus but a positive acoustic tensor in all sampled directions. A film example splits an energy density of 215 kJ/m³ into dilation, tetragonal and shear parts. Morse pair energies summed over three lattices at zero pressure show that the face-centred lattice is stable, the body-centred one fails C11 − C12 > 0, and the simple cubic one fails C44 > 0. The program also asserts that a rotation kept to first order has no quadratic energy cost at zero stress, but changes the energy density by −P times the squared angle under a pressure P.

## Program and output

```python
# Result under test: an unstressed cubic crystal has positive elastic energy
# for every nonzero infinitesimal strain if and only if
#   C11 + 2*C12 > 0,  C11 - C12 > 0,  C44 > 0,
# and these three conditions are independent.
# C11, C12, C44: elastic constants; e: symmetric strain tensor;
# gamma = 2*e_xy: engineering shear; F: deformation gradient.
# Lattice model: Morse pair energy, well depth D = 1, bond length r0 = 1.
import itertools
import numpy as np
from scipy.optimize import brentq

rng = np.random.default_rng(4)
I3 = np.eye(3)

# Orthonormal basis of symmetric 3x3 strains
basis = np.zeros((6, 3, 3))
for i in range(3):
    basis[i, i, i] = 1.0
for p, (i, j) in enumerate([(1, 2), (0, 2), (0, 1)], start=3):
    basis[p, i, j] = basis[p, j, i] = 1 / np.sqrt(2)


def cubic_tensor(c11, c12, c44):
    t = c12 * np.einsum('ij,kl->ijkl', I3, I3)
    t += c44 * (np.einsum('ik,jl->ijkl', I3, I3)
                + np.einsum('il,jk->ijkl', I3, I3))
    for a in range(3):
        t[a, a, a, a] += c11 - c12 - 2 * c44
    return t


def strain_matrix(t):
    return np.einsum('pij,ijkl,qkl->pq', basis, t, basis, optimize=True)


def combinations(c11, c12, c44):
    return np.array([c11 + 2 * c12, c11 - c12, c44])


# Symmetry: average all 21 general elastic tensors over the smallest
# cubic rotation group and count the surviving constants.
cycle = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]], float)
flips = [np.diag(s) for s in
         [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]]
group = [f @ np.linalg.matrix_power(cycle, k)
         for f in flips for k in range(3)]
averages = []
for p in range(6):
    for q in range(p, 6):
        t = np.einsum('ij,kl->ijkl', basis[p], basis[q])
        t = t + np.einsum('ij,kl->ijkl', basis[q], basis[p])
        mean = sum(np.einsum('ai,bj,ck,dl,ijkl->abcd', r, r, r, r, t,
                             optimize=True) for r in group) / len(group)
        expected = cubic_tensor(mean[0, 0, 0, 0], mean[0, 0, 1, 1],
                                mean[0, 1, 0, 1])
        assert np.allclose(mean, expected, atol=1e-12)
        averages.append(mean.ravel())
n_constants = np.linalg.matrix_rank(np.array(averages), tol=1e-10)
assert n_constants == 3
print("General elastic constants:", len(averages))
print("Constants left by cubic symmetry:", n_constants)

# Equivalence of the inequalities and positive definiteness
n_stable = 0
n_trials = 2000
for c in rng.uniform(-200, 200, (n_trials, 3)):
    positive = np.linalg.eigvalsh(strain_matrix(cubic_tensor(*c)))[0] > 0
    assert positive == bool(np.all(combinations(*c) > 0))
    if positive:
        n_stable += 1
        assert c[0] > 0 and -c[0] / 2 < c[1] < c[0]
assert 0 < n_stable < n_trials
print(f"Random sets tested: {n_trials}, stable: {n_stable}")

# Film example with round model constants
c11, c12, c44 = 160.0, 60.0, 80.0
tensor = cubic_tensor(c11, c12, c44)
eigenvalues = np.linalg.eigvalsh(strain_matrix(tensor))
s1, s2, s3 = combinations(c11, c12, c44)
assert np.allclose(eigenvalues, np.sort([s1, s2, s2, 2*s3, 2*s3, 2*s3]))
in_plane, gamma = 1e-3, 1e-3
normal = -2 * c12 / c11 * in_plane
e = np.diag([in_plane, in_plane, normal])
e[0, 1] = e[1, 0] = gamma / 2
stress = np.einsum('ijkl,kl->ij', tensor, e)
assert abs(stress[2, 2]) < 1e-12


def energy_parts(c, strain):
    a, b, shear = combinations(*c)
    theta = np.trace(strain)
    d = np.diag(strain) - theta / 3
    g = 2 * np.array([strain[1, 2], strain[0, 2], strain[0, 1]])
    return np.array([a * theta**2 / 6, b * (d @ d) / 2, shear * (g @ g) / 2])


for _ in range(100):
    c = rng.uniform(-200, 200, 3)
    x = rng.normal(size=(3, 3))
    x = (x + x.T) / 2
    direct = 0.5 * np.einsum('ijkl,ij,kl', cubic_tensor(*c), x, x)
    assert np.isclose(direct, energy_parts(c, x).sum(), rtol=1e-9, atol=1e-9)
total = 0.5 * np.sum(stress * e)
parts = energy_parts((c11, c12, c44), e)
assert np.isclose(total, parts.sum(), rtol=1e-12)
print(f"Film C11, C12, C44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"C11+2C12, C11-C12: {s1:.0f}, {s2:.0f} GPa")
print("Strain eigenvalues (GPa):", np.round(eigenvalues, 3))
print(f"In-plane strain, shear gamma_xy: {in_plane:.5f}, {gamma:.5f}")
print(f"Normal strain e_zz: {normal:.5f}")
print(f"Volume strain theta: {np.trace(e):.5f}")
print("Deviators d_i:", np.round(np.diag(e) - np.trace(e) / 3, 8))
for label, value in zip(["dilation", "tetragonal", "shear"], parts):
    print(f"Energy, {label}: {value * 1e6:.2f} kJ/m^3")
print(f"Energy, total by contraction: {total * 1e6:.2f} kJ/m^3")

# Independence: each set violates exactly one condition
counterexamples = [(100., -60., 80.), (100., 120., 80.), (160., 60., -10.)]
for k, c in enumerate(counterexamples):
    s = combinations(*c)
    assert s[k] < 0 and np.sum(s < 0) == 1
    ev = np.linalg.eigvalsh(strain_matrix(cubic_tensor(*c)))
    assert np.sum(ev < 0) == k + 1
    print(f"Set {k+1} C11,C12,C44 (GPa):", c)
    print("  C11+2C12, C11-C12, C44 (GPa):", s,
          " negative modes:", np.sum(ev < 0))

# Sound waves: negative bulk modulus with positive acoustic tensor
t = cubic_tensor(*counterexamples[0])
directions = rng.normal(size=(5000, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
directions = np.vstack([directions, I3])
acoustic = np.einsum('ijkl,nj,nl->nik', t, directions, directions,
                     optimize=True)
lowest_acoustic = np.linalg.eigvalsh(acoustic).min()
assert lowest_acoustic > 0
print(f"Set 1 bulk modulus: {np.einsum('iijj', t) / 9:.2f} GPa")
print(f"Set 1 lowest acoustic eigenvalue: {lowest_acoustic:.2f} GPa")

# Atomistic energies: fixed neighbour labels, deformed by F
steepness = 6.0
grid = np.array([m for m in itertools.product(range(-8, 9), repeat=3)
                 if 0 < np.dot(m, m) <= 64])
parity = grid % 2
lattices = {
    "fcc": (grid[grid.sum(axis=1) % 2 == 0] / 2, 4),
    "bcc": (grid[np.all(parity == parity[:, :1], axis=1)] / 2, 2),
    "sc": (grid[np.all(parity == 0, axis=1)] / 2, 1),
}


def pair_energy(r):
    x = np.exp(-steepness * (r - 1))
    return x * x - 2 * x


def pair_slope(r):
    x = np.exp(-steepness * (r - 1))
    return 2 * steepness * (x - x * x)


def density(f, vectors, volume):
    r = np.linalg.norm(vectors @ f.T, axis=1)
    return 0.5 * np.sum(pair_energy(r)) / volume


modes = [I3 / np.sqrt(3), np.diag([1., -1., 0.]) / np.sqrt(2), basis[5]]
expected_signs = {"fcc": [1, 1, 1], "bcc": [1, -1, 1], "sc": [1, 1, -1]}
print("Morse steepness:", steepness, "1/r0; constants in D/r0^3")
for name, (sites, atoms) in lattices.items():
    lengths = np.linalg.norm(sites, axis=1)
    nearest = lengths.min()
    a0 = brentq(lambda a: np.sum(pair_slope(a * lengths) * lengths),
                0.8 / nearest, 1.1 / nearest, xtol=1e-14)
    vectors, volume = a0 * sites, a0**3 / atoms

    def w(f):
        return density(f, vectors, volume)

    h = 3e-4
    hessian = np.zeros((6, 6))
    for p in range(6):
        for q in range(6):
            bp, bq = h * basis[p], h * basis[q]
            hessian[p, q] = (w(I3 + bp + bq) - w(I3 + bp - bq)
                             - w(I3 - bp + bq) + w(I3 - bp - bq)) / (4*h*h)
    c = hessian[0, 0], hessian[0, 1], hessian[3, 3] / 2
    scale = np.abs(hessian).max()
    # Finite-difference truncation sets these relative tolerances.
    assert np.allclose(hessian, strain_matrix(cubic_tensor(*c)),
                       atol=1e-3 * scale)
    assert abs(c[1] - c[2]) < 1e-3 * scale
    s = combinations(*c)
    assert np.array_equal(np.sign(s), expected_signs[name])
    amplitude = 1e-4
    curvatures = []
    for mode, predicted in zip(modes, s * np.array([1, 1, 2])):
        change = (w(I3 + amplitude * mode) + w(I3 - amplitude * mode)
                  - 2 * w(I3))
        curvature = change / amplitude**2
        assert abs(curvature - predicted) < 1e-3 * scale
        assert np.sign(curvature) == np.sign(predicted)
        curvatures.append(curvature)
    print(f"{name}: lattice constant {a0:.4f} r0")
    print("  C11, C12, C44:", np.round(c, 3))
    print("  C11+2C12, C11-C12, C44:", np.round(s, 3))
    print("  direct mode curvatures:", np.round(curvatures, 3))

    if name == "fcc":
        for _ in range(300):
            x = np.einsum('p,pij->ij', rng.normal(size=6), basis)
            x *= 1e-3 / np.linalg.norm(x)
            assert w(I3 + x) > w(I3)
        # Linearized rotation: no quadratic cost only at zero stress
        rotation = np.array([[0., -1., 0.], [1., 0., 0.], [0., 0., 0.]])
        eps = 1e-3
        free_cost = (w(I3 + eps * rotation) - w(I3)) / eps**2
        assert abs(free_cost) < 1e-3
        squeezed, small_volume = 0.99 * vectors, 0.99**3 * volume

        def ws(f):
            return density(f, squeezed, small_volume)

        step = 1e-5
        pressure = -(ws((1+step)*I3) - ws((1-step)*I3)) / (6 * step)
        stressed_cost = (ws(I3 + eps * rotation) - ws(I3)) / eps**2
        assert pressure > 0.1
        assert abs(stressed_cost + pressure) < 1e-3 * pressure
        print(f"  rotation cost/eps^2, unstressed: {free_cost:.5f} D/r0^3")
        print(f"  pressure at 1% shorter spacing: {pressure:.4f} D/r0^3")
        print(f"  rotation cost/eps^2 there: {stressed_cost:.4f} D/r0^3")

print("tests ok")
```

Output:

```
General elastic constants: 21
Constants left by cubic symmetry: 3
Random sets tested: 2000, stable: 165
Film C11, C12, C44: 160, 60, 80 GPa
C11+2C12, C11-C12: 280, 100 GPa
Strain eigenvalues (GPa): [100. 100. 160. 160. 160. 280.]
In-plane strain, shear gamma_xy: 0.00100, 0.00100
Normal strain e_zz: -0.00075
Volume strain theta: 0.00125
Deviators d_i: [ 0.00058333  0.00058333 -0.00116667]
Energy, dilation: 72.92 kJ/m^3
Energy, tetragonal: 102.08 kJ/m^3
Energy, shear: 40.00 kJ/m^3
Energy, total by contraction: 215.00 kJ/m^3
Set 1 C11,C12,C44 (GPa): (100.0, -60.0, 80.0)
  C11+2C12, C11-C12, C44 (GPa): [-20. 160.  80.]  negative modes: 1
Set 2 C11,C12,C44 (GPa): (100.0, 120.0, 80.0)
  C11+2C12, C11-C12, C44 (GPa): [340. -20.  80.]  negative modes: 2
Set 3 C11,C12,C44 (GPa): (160.0, 60.0, -10.0)
  C11+2C12, C11-C12, C44 (GPa): [280. 100. -10.]  negative modes: 3
Set 1 bulk modulus: -6.67 GPa
Set 1 lowest acoustic eigenvalue: 80.00 GPa
Morse steepness: 6.0 1/r0; constants in D/r0^3
fcc: lattice constant 1.3894 r0
  C11, C12, C44: [111.527  65.462  65.462]
  C11+2C12, C11-C12, C44: [242.451  46.065  65.462]
  direct mode curvatures: [242.451  46.065 130.924]
  rotation cost/eps^2, unstressed: 0.00004 D/r0^3
  pressure at 1% shorter spacing: 2.7054 D/r0^3
  rotation cost/eps^2 there: -2.7053 D/r0^3
bcc: lattice constant 1.1086 r0
  C11, C12, C44: [67.856 80.378 80.378]
  C11+2C12, C11-C12, C44: [228.612 -12.522  80.378]
  direct mode curvatures: [228.611 -12.522 160.756]
sc: lattice constant 0.9588 r0
  C11, C12, C44: [134.336 -10.193 -10.193]
  C11+2C12, C11-C12, C44: [113.949 144.53  -10.193]
  direct mode curvatures: [113.948 144.529 -20.387]
tests ok
```
